# Why a Barrierless Recombination Bottleneck Tightens on Heating, and When the Rate Falls: a program that tests the result

```python
"""
Result under test: for barrierless recombination on a Morse path with
transitional frequencies decaying as exp(-alpha*(R-Re)), the surface of least
rate R* obeys  n*alpha + 2/R* = V'(R*)/kT  and moves inward on heating, while
  d ln k / d ln T = (n+1)/2 - |V(R*)|/kT,
so k falls only if |V(R*)|/kT exceeds (n+1)/2.

Symbols: R centre-of-mass distance (angstrom), V Morse energy (kJ/mol, zero for
separated radicals), n number of transitional modes, k rate constant, T kelvin.
Two linear fragments A and B, each with a doubly degenerate rocking mode.
Frequencies refer to a line of centres held fixed in direction.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.linalg import eigh, eigvalsh_tridiagonal

GAS = sc.R / 1000.0                      # kJ/(mol K)
DEPTH, BETA, RE = 200.0, 2.0, 2.5        # kJ/mol, 1/angstrom, angstrom
ALPHA, N_MODES = 1.3, 4                  # 1/angstrom, count
MASS_U = 20.0                            # reduced mass, u
INERTIA_U = (10.0, 20.0)                 # u angstrom^2, fragments A and B
WAVENUMBER = (700.0, 500.0)              # 1/cm at Re
SPIN = 0.25                              # singlet share of two doublets
MASS = MASS_U * sc.atomic_mass
INERTIA = [i * sc.atomic_mass * 1e-20 for i in INERTIA_U]
TEMPS = (300.0, 600.0, 1000.0, 1500.0)


def decay(r):
    return np.exp(-BETA * (r - RE))


def morse(r):
    return DEPTH * ((1 - decay(r)) ** 2 - 1)


def morse_slope(r):
    return 2 * BETA * DEPTH * decay(r) * (1 - decay(r))


def omega(i, r, alpha=ALPHA):
    return 2 * np.pi * sc.c * 100 * WAVENUMBER[i] * np.exp(-alpha * (r - RE))


def ln_rate(r, t, alpha=ALPHA):
    """ln of k(T,R) in m^3/s from the partition functions."""
    kt = sc.k * t
    orbital = 2 * MASS * (r * 1e-10) ** 2 * kt / sc.hbar ** 2
    translation = (2 * np.pi * MASS * kt / sc.h ** 2) ** 1.5
    total = np.log(SPIN * kt / sc.h * orbital / translation)
    for i in range(2):
        total = total + 2 * np.log(kt / (sc.hbar * omega(i, r, alpha)))
        total = total - np.log(2 * INERTIA[i] * kt / sc.hbar ** 2)
    return total - morse(r) / (GAS * t)


def minimum(t, alpha=ALPHA):
    """Position and ln k of the least rate, by direct minimisation."""
    res = minimize_scalar(lambda r: ln_rate(r, t, alpha), bounds=(3.0, 12.0),
                          method="bounded", options={"xatol": 1e-10})
    return res.x, res.fun


def balance_root(t, alpha=ALPHA):
    """Position from the balance of attraction and entropy loss."""
    return brentq(lambda r: N_MODES * alpha + 2 / r
                  - morse_slope(r) / (GAS * t), 3.0, 12.0, xtol=1e-13)


def slope_formula(t, alpha=ALPHA):
    return (N_MODES + 1) / 2 + morse(balance_root(t, alpha)) / (GAS * t)


def slope_numeric(t, alpha=ALPHA, h=0.01):
    up, down = minimum(t * np.exp(h), alpha)[1], minimum(t * np.exp(-h), alpha)[1]
    return (up - down) / (2 * h)


def cone(i, r, t):
    """Harmonic orientation factor of fragment i."""
    return sc.k * t / (2 * INERTIA[i] * omega(i, r) ** 2)


def mean_speed(t):
    return np.sqrt(8 * sc.k * t / (np.pi * MASS))


# Bottleneck position, its shift, the depth there and the slope of k
r_star, k_star, slopes, shifts = {}, {}, {}, {}
for t in TEMPS:
    r, ln_k = minimum(t)
    assert abs(r - balance_root(t)) < 1e-5
    curvature = -2 / r ** 2 - 2 * BETA ** 2 * DEPTH * decay(r) * (
        2 * decay(r) - 1) / (GAS * t)
    shifts[t] = -morse_slope(r) / (GAS * t) / curvature
    h = 0.02
    shift_num = (minimum(t * np.exp(h))[0] - minimum(t * np.exp(-h))[0]) / (2 * h)
    assert curvature > 0 and shifts[t] < 0
    assert abs(shift_num / shifts[t] - 1) < 2e-3
    x = decay(r)
    depth_law = (N_MODES * ALPHA + 2 / r) / BETA * (2 - x) / (2 * (1 - x))
    assert abs(-morse(r) / (GAS * t) / depth_law - 1) < 1e-5
    slopes[t] = slope_formula(t)
    assert abs(slope_numeric(t) - slopes[t]) < 1e-3 and slopes[t] < 0
    factor_form = (SPIN * np.pi * (r * 1e-10) ** 2 * mean_speed(t)
                   * cone(0, r, t) * cone(1, r, t) * np.exp(-morse(r) / (GAS * t)))
    assert abs(factor_form / np.exp(ln_k) - 1) < 1e-9
    r_star[t], k_star[t] = r, np.exp(ln_k) * 1e6       # k in cm^3/s
assert all(r_star[a] > r_star[b] and k_star[a] > k_star[b]
           for a, b in zip(TEMPS, TEMPS[1:]))

# Hindered fragments: orientation average by quadrature, own minimisation
nodes, weights = np.polynomial.legendre.leggauss(200)
grid = np.linspace(3.0, 12.0, 9001)
hindered_dev, hindered_shift = 0.0, 0.0
for t in TEMPS:
    ln_h = np.log(SPIN * np.pi * (grid * 1e-10) ** 2 * mean_speed(t))
    ln_h = ln_h - morse(grid) / (GAS * t)
    for i in range(2):
        u = INERTIA[i] * omega(i, grid) ** 2 / (sc.k * t)
        ln_h += np.log(np.exp(-u[:, None] * (1 - nodes)) @ weights / 2)
    best = np.argmin(ln_h)
    hindered_dev = max(hindered_dev, abs(np.exp(ln_h[best]) * 1e6 / k_star[t] - 1))
    hindered_shift = max(hindered_shift, abs(grid[best] - r_star[t]))
assert hindered_dev < 0.01 and hindered_shift < 0.02


# Quantum levels of the hindered fragments and of the orbital motion
def free_sum(inertia, t, j_max):
    j = np.arange(j_max + 1)
    b = sc.hbar ** 2 / (2 * inertia * sc.k * t)
    return np.sum((2 * j + 1) * np.exp(-b * j * (j + 1)))


def hindered_sum(i, r, t, j_max=170):
    b = sc.hbar ** 2 / (2 * INERTIA[i] * sc.k * t)
    u = INERTIA[i] * omega(i, r) ** 2 / (sc.k * t)
    total = 0.0
    for m in range(j_max):
        j = np.arange(m, j_max + 1, dtype=float)
        off = -u * np.sqrt(((j + 1) ** 2 - m ** 2) / ((2 * j + 1) * (2 * j + 3)))
        levels = eigvalsh_tridiagonal(b * j * (j + 1) + u, off[:-1])
        total += (1 if m == 0 else 2) * np.sum(np.exp(-levels))
    return total


quantum_ratio = {}
for t in (300.0, 1500.0):
    r = r_star[t]
    k_levels = SPIN * sc.k * t / sc.h * np.exp(-morse(r) / (GAS * t))
    k_levels *= free_sum(MASS * (r * 1e-10) ** 2, t, 3000)
    k_levels /= (2 * np.pi * MASS * sc.k * t / sc.h ** 2) ** 1.5
    for i in range(2):
        k_levels *= hindered_sum(i, r, t) / free_sum(INERTIA[i], t, 400)
    quantum_ratio[t] = k_levels * 1e6 / k_star[t]
    # quantum corrections of order (h nu/kT)^2/24 per mode remain
    assert abs(quantum_ratio[t] - 1) < 0.02

# True normal modes with overall rotation give the same classical product
r0 = r_star[300.0]
w2 = [(omega(i, r0) / 1e13) ** 2 for i in range(2)]
fa, fb = INERTIA_U[0] * w2[0], INERTIA_U[1] * w2[1]
stiffness = np.array([[fa + fb, -fa, -fb], [-fa, fa, 0], [-fb, 0, fb]])
orbital_inertia = MASS_U * r0 ** 2
modes = eigh(stiffness, np.diag([orbital_inertia, *INERTIA_U]), eigvals_only=True)
whole = (orbital_inertia + sum(INERTIA_U)) / (modes[1] * modes[2])
assert abs(whole / (orbital_inertia / (w2[0] * w2[1])) - 1) < 1e-8

# Surface frozen at its 300 K place: the rate soon rises
frozen = {t: np.exp(ln_rate(r0, t)) * 1e6 for t in TEMPS}
turn_formula = -morse(r0) / (GAS * (N_MODES + 1) / 2)
turn_numeric = minimize_scalar(lambda t: ln_rate(r0, t), bounds=(150, 1500),
                               method="bounded", options={"xatol": 1e-6}).x
assert abs(turn_numeric / turn_formula - 1) < 1e-4
assert frozen[600.0] < frozen[1000.0] < frozen[1500.0]
assert frozen[1500.0] > frozen[300.0]

# Slower frequency decay: still inward, but the rate rises
SLOW = 0.9
slow_low, slow_high = minimum(300.0, SLOW), minimum(1500.0, SLOW)
assert slow_high[0] < slow_low[0] and slow_high[1] > slow_low[1]
critical = {t: brentq(lambda a: slope_formula(t, a), 0.6, 1.6)
            for t in (300.0, 1500.0)}
for t, a in critical.items():
    assert abs(slope_numeric(t, a)) < 1e-3
    assert slope_numeric(t, a - 0.1) > 0 > slope_numeric(t, a + 0.1)

# Highest temperature with a bottleneck
top = minimize_scalar(lambda r: -morse_slope(r) / (N_MODES * ALPHA + 2 / r),
                      bounds=(RE, 6.0), method="bounded")
t_max = -top.fun / GAS
fine = np.linspace(RE, 8.0, 20001)
assert np.all(np.diff(ln_rate(fine, 1.02 * t_max)) > 0)
assert np.any(np.diff(ln_rate(fine, 0.98 * t_max)) < 0)

# Parts of ln[k(1500 K)/k(300 K)]
lo, hi = 300.0, 1500.0
parts = {
    "speed": np.log(mean_speed(hi) / mean_speed(lo)),
    "area": 2 * np.log(r_star[hi] / r_star[lo]),
    "orientation": sum(np.log(cone(i, r_star[hi], hi) / cone(i, r_star[lo], lo))
                       for i in range(2)),
    "Boltzmann": -morse(r_star[hi]) / (GAS * hi) + morse(r_star[lo]) / (GAS * lo)}
ln_ratio = np.log(k_star[hi] / k_star[lo])
assert abs(sum(parts.values()) - ln_ratio) < 1e-8
assert parts["orientation"] < 0 and parts["area"] < 0

print(f"Morse: D = {DEPTH} kJ/mol, beta = {BETA} 1/A, Re = {RE} A")
print(f"decay alpha = {ALPHA} 1/A, modes n = {N_MODES}, spin factor = {SPIN}")
print(f"reduced mass = {MASS_U} u; inertia A, B = {INERTIA_U} u A^2")
print(f"rocking wavenumbers at Re, A, B = {WAVENUMBER} 1/cm")
for t in TEMPS:
    r = r_star[t]
    nu = [WAVENUMBER[i] * np.exp(-ALPHA * (r - RE)) for i in range(2)]
    print(f"T = {t:.0f} K: RT = {GAS*t:.3f} kJ/mol, R* = {r:.3f} A, x = {decay(r):.4f}")
    print(f"  V* = {morse(r):.2f} kJ/mol, |V*|/RT = {-morse(r)/(GAS*t):.3f}")
    print(f"  wavenumbers A, B = {nu[0]:.1f}, {nu[1]:.1f} 1/cm; "
          f"h nu_A/kT = {sc.h*sc.c*100*nu[0]/(sc.k*t):.3f}")
    print(f"  orientation factors A, B = {cone(0,r,t):.4f}, {cone(1,r,t):.4f}")
    print(f"  mean speed = {mean_speed(t):.1f} m/s, pi R*^2 = {np.pi*r*r:.2f} A^2")
    print(f"  k = {k_star[t]:.3e} cm^3/s, dlnk/dlnT = {slopes[t]:.3f}")
    print(f"  dR*/dlnT = {shifts[t]:.3f} A; k frozen at R*(300 K) = "
          f"{frozen[t]:.3e} cm^3/s")
print(f"entropy loss n alpha + 2/R at R*(300 K) = {N_MODES*ALPHA+2/r0:.3f} 1/A")
print(f"attraction V'/RT there: 300 K {morse_slope(r0)/(GAS*lo):.3f}, "
      f"1500 K {morse_slope(r0)/(GAS*hi):.3f} 1/A")
print(f"k(1500 K)/k(300 K) = {k_star[hi]/k_star[lo]:.3f}, ln = {ln_ratio:.3f}")
for name, value in parts.items():
    print(f"  part of ln ratio from {name} = {value:+.3f}")
print(f"frozen surface: k is least at T = {turn_formula:.1f} K")
print(f"frozen k(1500 K)/k(300 K) = {frozen[hi]/frozen[lo]:.2f}")
print(f"alpha = {SLOW} 1/A: R* = {slow_low[0]:.3f} A (300 K), "
      f"{slow_high[0]:.3f} A (1500 K)")
print(f"  k(1500 K)/k(300 K) = {np.exp(slow_high[1]-slow_low[1]):.3f}")
print(f"critical alpha: {critical[lo]:.3f} 1/A (300 K), "
      f"{critical[hi]:.3f} 1/A (1500 K)")
print(f"bottleneck exists below T_max = {t_max:.0f} K")
print(f"hindered-rotor check: largest change of k = {100*hindered_dev:.3f} %")
print(f"quantum-level k / classical k: {quantum_ratio[lo]:.4f} (300 K), "
      f"{quantum_ratio[hi]:.4f} (1500 K)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Morse: D = 200.0 kJ/mol, beta = 2.0 1/A, Re = 2.5 A
decay alpha = 1.3 1/A, modes n = 4, spin factor = 0.25
reduced mass = 20.0 u; inertia A, B = (10.0, 20.0) u A^2
rocking wavenumbers at Re, A, B = (700.0, 500.0) 1/cm
T = 300 K: RT = 2.494 kJ/mol, R* = 4.511 A, x = 0.0179
  V* = -7.10 kJ/mol, |V*|/RT = 2.847
  wavenumbers A, B = 51.3, 36.6 1/cm; h nu_A/kT = 0.246
  orientation factors A, B = 0.1338, 0.1311
  mean speed = 563.6 m/s, pi R*^2 = 63.93 A^2
  k = 2.725e-11 cm^3/s, dlnk/dlnT = -0.347
  dR*/dlnT = -0.514 A; k frozen at R*(300 K) = 2.725e-11 cm^3/s
T = 600 K: RT = 4.989 kJ/mol, R* = 4.151 A, x = 0.0368
  V* = -14.44 kJ/mol, |V*|/RT = 2.895
  wavenumbers A, B = 81.8, 58.4 1/cm; h nu_A/kT = 0.196
  orientation factors A, B = 0.1051, 0.1030
  mean speed = 797.0 m/s, pi R*^2 = 54.14 A^2
  k = 2.110e-11 cm^3/s, dlnk/dlnT = -0.395
  dR*/dlnT = -0.525 A; k frozen at R*(300 K) = 3.713e-11 cm^3/s
T = 1000 K: RT = 8.314 kJ/mol, R* = 3.879 A, x = 0.0634
  V* = -24.57 kJ/mol, |V*|/RT = 2.955
  wavenumbers A, B = 116.6, 83.3 1/cm; h nu_A/kT = 0.168
  orientation factors A, B = 0.0862, 0.0845
  mean speed = 1028.9 m/s, pi R*^2 = 47.27 A^2
  k = 1.701e-11 cm^3/s, dlnk/dlnT = -0.455
  dR*/dlnT = -0.543 A; k frozen at R*(300 K) = 7.533e-11 cm^3/s
T = 1500 K: RT = 12.472 kJ/mol, R* = 3.654 A, x = 0.0995
  V* = -37.82 kJ/mol, |V*|/RT = 3.032
  wavenumbers A, B = 156.2, 111.6 1/cm; h nu_A/kT = 0.150
  orientation factors A, B = 0.0720, 0.0706
  mean speed = 1260.1 m/s, pi R*^2 = 41.94 A^2
  k = 1.394e-11 cm^3/s, dlnk/dlnT = -0.532
  dR*/dlnT = -0.570 A; k frozen at R*(300 K) = 1.561e-10 cm^3/s
entropy loss n alpha + 2/R at R*(300 K) = 5.643 1/A
attraction V'/RT there: 300 K 5.643, 1500 K 1.129 1/A
k(1500 K)/k(300 K) = 0.512, ln = -0.670
  part of ln ratio from speed = +0.805
  part of ln ratio from area = -0.422
  part of ln ratio from orientation = -1.239
  part of ln ratio from Boltzmann = +0.185
frozen surface: k is least at T = 341.7 K
frozen k(1500 K)/k(300 K) = 5.73
alpha = 0.9 1/A: R* = 4.682 A (300 K), 3.837 A (1500 K)
  k(1500 K)/k(300 K) = 1.997
critical alpha: 1.131 1/A (300 K), 1.064 1/A (1500 K)
bottleneck exists below T_max = 4076 K
hindered-rotor check: largest change of k = 0.108 %
quantum-level k / classical k: 0.9934 (300 K), 0.9976 (1500 K)
ALL CHECKS PASSED
```
